# Choosing the event clock for kinetic Monte Carlo under a precursor pulse: a program that tests the result

```python
"""Kinetic Monte Carlo (KMC) for a precursor pulse with time-dependent pressure.

Result under test: the next event time s after time t solves
    integral_t^s R(t') dt' = E,   E = -ln(u), u uniform on (0,1),
with R(t) = a p(t) + b, and the channel is drawn with the rates at time s.
p: precursor pressure (Pa); a: summed adsorption coefficient (1/(Pa s));
b: summed rate of thermal channels (1/s). Site states: 0 empty, 1 adduct,
2 reacted. Adduct desorbs with k_des or reacts with k_rea. The frozen rule
instead uses s = t + E/R(t) and draws the channel with the rates at time t.
"""
import math
import random
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import lambertw

# ---------- inputs: rough typical values for a hafnium amide pulse ----------
TORR = const.torr
TEMP = 500.0                       # K
MASS_U = 354.8                     # Hf(N(CH3)2)4, atomic mass units
P_PEAK, P_BASE = 0.1 * TORR, 1e-4 * TORR
T_PULSE, TAU, T_END = 0.050, 0.010, 0.150      # s
SITE_AREA = 0.36e-18               # m^2
STICK = 2e-3
E_DES, E_REA, PREFACTOR = 1.10, 1.05, 1e13     # eV, eV, 1/s
STEP_NM = 0.10                     # height added by one reacted site, nm
N_SITES, RUNS = 400, 200
GAP = P_PEAK - P_BASE
P_CLOSE = GAP * (1 - math.exp(-T_PULSE / TAU))  # excess pressure at closure
rng = random.Random(20)


def kinetics(temp=TEMP, e_des=E_DES):
    """Adsorption coefficient per empty site, desorption and reaction rates."""
    kt = const.k * temp
    ads = STICK * SITE_AREA / math.sqrt(2 * math.pi * MASS_U * const.atomic_mass * kt)
    kt_ev = kt / const.e
    return (ads, PREFACTOR * math.exp(-e_des / kt_ev),
            PREFACTOR * math.exp(-E_REA / kt_ev))


C_ADS, K_DES, K_REA = kinetics()
K_SUM = K_DES + K_REA


def pressure(t):
    if t <= T_PULSE:
        return P_BASE + GAP * (1 - math.exp(-t / TAU))
    return P_BASE + P_CLOSE * math.exp(-(t - T_PULSE) / TAU)


def dose(t):
    """Integral of the pressure from 0 to t, in Pa s."""
    if t <= T_PULSE:
        return P_PEAK * t - GAP * TAU * (1 - math.exp(-t / TAU))
    at_close = P_PEAK * T_PULSE - TAU * P_CLOSE
    x = t - T_PULSE
    return at_close + P_BASE * x + P_CLOSE * TAU * (1 - math.exp(-x / TAU))


def next_time(t, a, b, target, t_stop):
    """Solve the hazard equation; None if no event happens before t_stop."""
    for end in (min(T_PULSE, t_stop), t_stop):
        if t >= end:
            continue
        dose_t = dose(t)
        available = a * (dose(end) - dose_t) + b * (end - t)
        if target > available:          # carry the unused hazard onward
            target -= available
            t = end
            continue
        rate = a * pressure(t) + b
        s = min(t + target / rate, end) if rate > 0 else end
        for _ in range(60):
            step = ((a * (dose(s) - dose_t) + b * (s - t) - target)
                    / (a * pressure(s) + b))
            s -= step
            if abs(step) <= 1e-7 * (s - t):
                break
        return s
    return None


def run_patch(n_sites, rule):
    """One pulse on independent sites. Returns reacted fraction, first event time."""
    t, first = 0.0, None
    empty, adduct, reacted = n_sites, 0, 0
    while empty + adduct > 0:
        a, b = C_ADS * empty, K_SUM * adduct
        target = rng.expovariate(1.0)
        if rule == "frozen" or (rule == "hybrid" and first is not None):
            p_used = pressure(t)
            s = t + target / (a * p_used + b)
            if s > T_END:
                break
        else:
            s = next_time(t, a, b, target, T_END)
            if s is None:
                break
            p_used = pressure(s)
        if first is None:
            first = s
        pick = rng.random() * (a * p_used + b)
        if pick < a * p_used:
            empty -= 1
            adduct += 1
        elif pick < a * p_used + K_DES * adduct:
            empty += 1
            adduct -= 1
        else:
            adduct -= 1
            reacted += 1
        t = s
    return reacted / n_sites, (math.inf if first is None else first)


def mean_field(kin, t_start=0.0, times=(T_END,), p_func=pressure):
    """Rate equations of one independent site: rows adduct, reacted."""
    c, kd, kr = kin

    def rhs(t, y):
        return [c * p_func(t) * (1 - y[0] - y[1]) - (kd + kr) * y[0], kr * y[0]]
    sol = solve_ivp(rhs, (t_start, T_END), [0.0, 0.0], t_eval=list(times),
                    rtol=1e-7, atol=1e-10, max_step=2e-3)
    return sol.y


# ---------- test 1: roots against quadrature, and Lambert W forms ----------
for t0, n_e, n_a in ((0.0, 400, 0), (1e-3, 399, 1), (0.049, 10, 0), (0.06, 60, 4)):
    a, b = C_ADS * n_e, K_SUM * n_a

    def excess(s):
        cuts = [t0] + ([T_PULSE] if t0 < T_PULSE < s else []) + [s]
        return sum(quad(lambda x: a * pressure(x) + b, lo, hi, epsabs=1e-12)[0]
                   for lo, hi in zip(cuts[:-1], cuts[1:])) - 1.0
    reference = brentq(excess, t0, T_END, xtol=1e-14)
    assert abs(next_time(t0, a, b, 1.0, T_END) - reference) < 1e-10


def lambert_wait(t, a, b, target):
    """Closed-form waiting time, valid while the root stays in one segment."""
    if t < T_PULSE:
        alpha, beta = a * P_PEAK + b, a * GAP * TAU * math.exp(-t / TAU)
    else:
        alpha = a * P_BASE + b
        beta = -a * P_CLOSE * TAU * math.exp(-(t - T_PULSE) / TAU)
    shift = (target + beta) / alpha
    arg = -beta / (alpha * TAU) * math.exp(-shift / TAU)
    return shift + TAU * lambertw(arg).real


for t0, n_e, n_a in ((0.0, 400, 0), (1e-3, 399, 1), (0.06, 60, 40)):
    a, b = C_ADS * n_e, K_SUM * n_a
    assert abs(lambert_wait(t0, a, b, 1.0)
               - (next_time(t0, a, b, 1.0, T_END) - t0)) < 1e-10

# Newton iterates for the first event on the bare patch, started at s = 0
a_bare = C_ADS * N_SITES
root_first = next_time(0.0, a_bare, 0.0, 1.0, T_END)
iterates, s = [], 0.0
for _ in range(7):
    s -= (a_bare * dose(s) - 1.0) / (a_bare * pressure(s))
    iterates.append(s)
assert all(x >= y - 1e-13 for x, y in zip(iterates[:-1], iterates[1:]))
assert abs(iterates[-1] - root_first) < 1e-6

# leading error of one frozen step at 5 ms
t_mid = 5e-3
rate_mid = a_bare * pressure(t_mid)
slope_mid = a_bare * (pressure(t_mid + 1e-6) - pressure(t_mid - 1e-6)) / 2e-6
epsilon = slope_mid / rate_mid ** 2
wait_frozen = 1.0 / rate_mid
wait_exact = next_time(t_mid, a_bare, 0.0, 1.0, T_END) - t_mid
step_error = (wait_frozen - wait_exact) / wait_frozen
assert abs(step_error - epsilon / 2) < epsilon ** 2

# ---------- test 2: first-event law against a discrete survival product ----------
n_grid = 300000
dt = T_END / n_grid
mid = (np.arange(n_grid) + 0.5) * dt
p_grid = np.array([pressure(x) for x in mid])


def survival_product(a, b):
    return np.concatenate(([1.0], np.cumprod(1 - (a * p_grid + b) * dt)))


draws = 20000
noise = 4.5 * math.sqrt(0.25 / draws)
a, b = 5 * C_ADS, K_SUM
surv = survival_product(a, b)
ads_fraction = float(np.sum(surv[:-1] * a * p_grid) * dt)
waits, n_ads = [], 0
for _ in range(draws):
    s = next_time(0.0, a, b, rng.expovariate(1.0), T_END)
    s = T_END if s is None else s
    waits.append(s)
    n_ads += rng.random() * (a * pressure(s) + b) < a * pressure(s)
waits = np.array(waits)
for t_check in (1e-3, 3e-3, 6e-3):
    assert abs(np.mean(waits > t_check) - surv[round(t_check / dt)]) < noise
ads_sampled = n_ads / draws
ads_frozen = a * P_BASE / (a * P_BASE + b)
assert abs(ads_sampled - ads_fraction) < noise
assert abs(ads_frozen - ads_fraction) > 3 * noise
no_event = float(survival_product(C_ADS, 0.0)[-1])
no_event_sampled = sum(next_time(0.0, C_ADS, 0.0, rng.expovariate(1.0), T_END) is None
                       for _ in range(draws)) / draws
assert abs(no_event_sampled - no_event) < noise
first_mean = float(np.sum(survival_product(a_bare, 0.0)[:-1]) * dt)
first_quad = quad(lambda x: math.exp(-a_bare * dose(x)), 0, 0.02, epsabs=1e-12)[0]
assert abs(first_mean / first_quad - 1) < 3e-3   # first-order time grid
first_frozen = 1.0 / (a_bare * P_BASE)

# ---------- test 3: interacting ring against its full master equation ----------
RING, STERIC, T_RING = 4, 0.3, 0.020
states = list(product(range(3), repeat=RING))
index = {state: i for i, state in enumerate(states)}


def steric_weight(state, i, factor):
    return factor ** ((state[i - 1] != 0) + (state[(i + 1) % RING] != 0))


def master(factor, t_stop):
    m_ads = np.zeros((len(states), len(states)))
    m_thermal = np.zeros_like(m_ads)
    for state in states:
        j = index[state]
        for i in range(RING):
            if state[i] == 0:
                moves = [(1, C_ADS * steric_weight(state, i, factor), m_ads)]
            elif state[i] == 1:
                moves = [(0, K_DES, m_thermal), (2, K_REA, m_thermal)]
            else:
                moves = []
            for new, rate, matrix in moves:
                k = index[state[:i] + (new,) + state[i + 1:]]
                matrix[k, j] += rate
                matrix[j, j] -= rate
    start = np.zeros(len(states))
    start[index[(0,) * RING]] = 1.0
    sol = solve_ivp(lambda t, y: pressure(t) * (m_ads @ y) + m_thermal @ y,
                    (0, t_stop), start, rtol=1e-7, atol=1e-10, max_step=2e-3)
    return sol.y[:, -1]


def run_ring(frozen):
    state, t = [0] * RING, 0.0
    while True:
        weights = [steric_weight(state, i, STERIC) if state[i] == 0 else 0.0
                   for i in range(RING)]
        adducts = [i for i in range(RING) if state[i] == 1]
        a, b = C_ADS * sum(weights), K_SUM * len(adducts)
        if a + b == 0:
            break
        target = rng.expovariate(1.0)
        if frozen:
            s = t + target / (a * pressure(t) + b)
        else:
            s = next_time(t, a, b, target, T_RING)
        if s is None or s > T_RING:
            break
        p_used = pressure(t if frozen else s)
        if rng.random() * (a * p_used + b) < a * p_used:
            state[rng.choices(range(RING), weights)[0]] = 1
        else:
            site = rng.choice(adducts)
            state[site] = 0 if rng.random() * K_SUM < K_DES else 2
        t = s
    return tuple(state)


ring_runs = 10000
prob = np.clip(master(STERIC, T_RING), 0, 1)
freq = np.zeros(len(states))
for _ in range(ring_runs):
    freq[index[run_ring(False)]] += 1 / ring_runs
z_ring = np.abs(freq - prob) / np.sqrt(prob * (1 - prob) / ring_runs + ring_runs ** -2.0)
assert z_ring.max() < 5
occupied = np.array([sum(x != 0 for x in state) / RING for state in states])
ring_exact, ring_kmc = float(occupied @ prob), float(occupied @ freq)
ring_frozen = sum(occupied[index[run_ring(True)]] for _ in range(2000)) / 2000
assert ring_frozen < 0.2 * ring_exact

# ---------- test 4: the 400-site patch ----------
theta = float(mean_field((C_ADS, K_DES, K_REA))[1, -1])
results = {rule: np.array([run_patch(N_SITES, rule) for _ in range(RUNS)])
           for rule in ("exact", "frozen", "hybrid")}
cover = {rule: data[:, 0] for rule, data in results.items()}
mean = {rule: float(x.mean()) for rule, x in cover.items()}
spread = {rule: float(x.std(ddof=1)) for rule, x in cover.items()}
binomial = math.sqrt(theta * (1 - theta) / N_SITES)
assert abs(mean["exact"] - theta) < 4.5 * binomial / math.sqrt(RUNS)
assert abs(spread["exact"] / binomial - 1) < 4.5 / math.sqrt(2 * RUNS)
assert spread["frozen"] > 5 * spread["exact"]
loss = theta - mean["frozen"]
assert loss > 0.1 and abs(theta - mean["hybrid"]) < 0.05 * loss

missed = float(np.mean(results["frozen"][:, 1] > T_PULSE))
missed_law = math.exp(-a_bare * P_BASE * T_PULSE)
assert abs(missed - missed_law) < 4.5 * math.sqrt(missed_law * (1 - missed_law) / RUNS)

# frozen mean predicted from a random start delay followed by correct kinetics
nodes = np.linspace(0, T_END, 31)
late = [float(mean_field((C_ADS, K_DES, K_REA), x)[1, -1]) for x in nodes[:-1]] + [0.0]
fine = np.linspace(0, T_END, 6001)
density = a_bare * P_BASE * np.exp(-a_bare * P_BASE * fine)
delay_mean = float(np.trapezoid(density * CubicSpline(nodes, late)(fine), fine)
                   if hasattr(np, "trapezoid")
                   else np.trapz(density * CubicSpline(nodes, late)(fine), fine))
assert abs(delay_mean - mean["frozen"]) < 4.5 * spread["frozen"] / math.sqrt(RUNS)

rough2 = {rule: x * (1 - x) for rule, x in cover.items()}
rough_law = theta * (1 - theta) * (1 - 1 / N_SITES)
assert (abs(rough2["exact"].mean() - rough_law)
        < 4.5 * rough2["exact"].std(ddof=1) / math.sqrt(RUNS))
rough_nm = {rule: STEP_NM * math.sqrt(x.mean()) for rule, x in rough2.items()}

BIG = 4000
big_frozen = float(np.mean([run_patch(BIG, "frozen")[0] for _ in range(20)]))
assert abs(theta - big_frozen) < 0.1 * loss

# ---------- square pulse of the same peak pressure ----------
early = 0.010
real = mean_field((C_ADS, K_DES, K_REA), times=(early, T_END)).sum(axis=0)
square = mean_field((C_ADS, K_DES, K_REA), times=(early, T_END),
                    p_func=lambda t: P_PEAK if t < T_PULSE else P_BASE).sum(axis=0)
assert abs(square[1] - real[1]) < 0.2 * abs(square[0] - real[0])

# ---------- size of neglected effects ----------
reacted = np.array([sum(x == 2 for x in state) / RING for state in states])
assert abs(float(reacted @ master(1.0, T_END)) - theta) < 1e-5
theta_steric = float(reacted @ master(STERIC, T_END))
theta_barrier = float(mean_field(kinetics(e_des=E_DES - 0.1))[1, -1])
theta_hot = float(mean_field(kinetics(temp=TEMP + 10))[1, -1])
speed = math.sqrt(8 * const.k * TEMP / (math.pi * MASS_U * const.atomic_mass))
DIFFUSIVITY, GAS_LAYER = 0.01, 0.01    # m^2/s and m, rough, carrier near 1 Torr
supply_ratio = STICK * speed / 4 * GAS_LAYER / DIFFUSIVITY
depletion = supply_ratio / (1 + supply_ratio)

# ---------- output ----------
print(f"temperature {TEMP:.0f} K; precursor mass {MASS_U:.1f} u")
print(f"peak, residual pressure: {P_PEAK/TORR:.3f}, {P_BASE/TORR:.1e} Torr")
print(f"pulse, rise/purge time, stop: {T_PULSE*1e3:.0f}, {TAU*1e3:.0f}, {T_END*1e3:.0f} ms")
print(f"site area {SITE_AREA*1e18:.2f} nm^2; sticking {STICK:.3f}; step {STEP_NM:.2f} nm")
print(f"barriers: desorption {E_DES:.2f}, reaction {E_REA:.2f} eV; prefactor {PREFACTOR:.0e} 1/s")
print(f"adsorption rate per empty site at peak: {C_ADS*P_PEAK:.2f} 1/s")
print(f"adsorption rate per empty site at residual: {C_ADS*P_BASE:.4f} 1/s")
print(f"desorption, reaction rate: {K_DES:.1f}, {K_REA:.1f} 1/s")
print(f"patch: {N_SITES} sites, {RUNS} runs per rule")
print(f"first event for E=1, exact root: {root_first*1e3:.4f} ms")
print("Newton iterates: " + ", ".join(f"{x*1e3:.4f}" for x in iterates) + " ms")
print(f"mean first wait, exact: {first_quad*1e3:.3f} ms; frozen: {first_frozen*1e3:.2f} ms")
print(f"at 5 ms, bare patch: R = {rate_mid:.0f} 1/s, R'/R^2 = {epsilon:.5f}")
print(f"at 5 ms, E=1: wait exact {wait_exact*1e6:.2f}, frozen {wait_frozen*1e6:.2f} us")
print(f"relative frozen-step error {step_error:.5f}; leading law {epsilon/2:.5f}")
print(f"5 empty + 1 adduct: adsorption-first probability, product {ads_fraction:.4f}")
print(f"  same, sampled {ads_sampled:.4f}; frozen rates at t=0 {ads_frozen:.5f}")
print(f"one site, no adsorption by stop: product {no_event:.4f}, sampled {no_event_sampled:.4f}")
print(f"ring of {RING}, steric factor {STERIC:.1f}, at {T_RING*1e3:.0f} ms, {ring_runs} runs")
print(f"  occupied fraction: master {ring_exact:.4f}, KMC {ring_kmc:.4f}, frozen {ring_frozen:.4f}")
print(f"  largest deviation over {len(states)} states: {z_ring.max():.2f} standard errors")
print(f"reacted fraction, rate equations: {theta:.4f}")
print(f"reacted fraction, KMC exact clock: {mean['exact']:.4f}")
print(f"reacted fraction, KMC frozen clock: {mean['frozen']:.4f}")
print(f"  predicted from random start delay: {delay_mean:.4f}")
print(f"reacted fraction, frozen after exact first event: {mean['hybrid']:.4f}")
print(f"frozen runs missing the pulse: {missed:.3f}; law {missed_law:.3f}")
print(f"patch coverage spread: binomial {binomial:.4f}, exact {spread['exact']:.4f}, "
      f"frozen {spread['frozen']:.4f}")
print(f"patch mean-height spread: exact {STEP_NM*spread['exact']:.5f}, "
      f"frozen {STEP_NM*spread['frozen']:.5f} nm")
print(f"one-cycle rms site roughness: law {STEP_NM*math.sqrt(rough_law):.4f}, "
      f"exact {rough_nm['exact']:.4f}, frozen {rough_nm['frozen']:.4f} nm")
print(f"frozen clock, {BIG} sites, 20 runs: reacted fraction {big_frozen:.4f}")
print(f"occupied at {early*1e3:.0f} ms: real pulse {real[0]:.4f}, square pulse {square[0]:.4f}")
print(f"occupied at stop: real pulse {real[1]:.4f}, square pulse {square[1]:.4f}")
print(f"neglected: steric factor {STERIC:.1f} on ring gives reacted {theta_steric:.4f}")
print(f"neglected: desorption barrier 0.1 eV lower gives {theta_barrier:.4f}")
print(f"neglected: surface 10 K hotter gives {theta_hot:.4f}")
print(f"gas layer {GAS_LAYER*100:.0f} cm, diffusivity {DIFFUSIVITY*1e4:.0f} cm^2/s, "
      f"mean speed {speed:.0f} m/s")
print(f"neglected: pressure drop at bare wafer {100*depletion:.1f} %")
print("all good")
```

Running it gives:

```
temperature 500 K; precursor mass 354.8 u
peak, residual pressure: 0.100, 1.0e-04 Torr
pulse, rise/purge time, stop: 50, 10, 150 ms
site area 0.36 nm^2; sticking 0.002; step 0.10 nm
barriers: desorption 1.10, reaction 1.05 eV; prefactor 1e+13 1/s
adsorption rate per empty site at peak: 60.05 1/s
adsorption rate per empty site at residual: 0.0600 1/s
desorption, reaction rate: 81.8, 260.9 1/s
patch: 400 sites, 200 runs per rule
first event for E=1, exact root: 0.9166 ms
Newton iterates: 41.6330, 9.3749, 4.0274, 1.9986, 1.1895, 0.9461, 0.9171 ms
mean first wait, exact: 0.813 ms; frozen: 41.63 ms
at 5 ms, bare patch: R = 9465 1/s, R'/R^2 = 0.01624
at 5 ms, E=1: wait exact 104.81, frozen 105.65 us
relative frozen-step error 0.00797; leading law 0.00812
5 empty + 1 adduct: adsorption-first probability, product 0.1415
  same, sampled 0.1456; frozen rates at t=0 0.00088
one site, no adsorption by stop: product 0.0494, sampled 0.0512
ring of 4, steric factor 0.3, at 20 ms, 10000 runs
  occupied fraction: master 0.3195, KMC 0.3206, frozen 0.0010
  largest deviation over 81 states: 2.01 standard errors
reacted fraction, rate equations: 0.8902
reacted fraction, KMC exact clock: 0.8913
reacted fraction, KMC frozen clock: 0.5897
  predicted from random start delay: 0.5671
reacted fraction, frozen after exact first event: 0.8930
frozen runs missing the pulse: 0.280; law 0.301
patch coverage spread: binomial 0.0156, exact 0.0149, frozen 0.3350
patch mean-height spread: exact 0.00149, frozen 0.03350 nm
one-cycle rms site roughness: law 0.0312, exact 0.0311, frozen 0.0361 nm
frozen clock, 4000 sites, 20 runs: reacted fraction 0.8870
occupied at 10 ms: real pulse 0.1714, square pulse 0.3858
occupied at stop: real pulse 0.8902, square pulse 0.8884
neglected: steric factor 0.3 on ring gives reacted 0.5777
neglected: desorption barrier 0.1 eV lower gives 0.5006
neglected: surface 10 K hotter gives 0.8899
gas layer 1 cm, diffusivity 100 cm^2/s, mean speed 173 m/s
neglected: pressure drop at bare wafer 8.0 %
all good
```
